# Predictor-corrector Schrödinger-Poisson iteration for inversion layers, and why plain iteration oscillates

## The failure

Solve Schrödinger's equation in a trial potential, fill the levels, put the density into Poisson's equation, and repeat. For the strong-inversion example below, started from the potential without electrons, this loop gives sheet densities 0.148, 0, 0.148, 0 bohr\(^{-2}\). The solution is \(1.70\times10^{-4}\) bohr\(^{-2}\). An overfull layer raises the potential so far that the next layer is empty, and the empty layer restores the starting potential. More iterations don't help.

The cure is to let the density respond to the potential while Poisson's equation is being solved. The predictor-corrector scheme does this with a cheap local estimate, which the next Schrödinger solution corrects.

## Model and discretization

Hartree atomic units are used. Electrons occupy \(0<z<L\), with the oxide at \(z<0\), and \(u(z)\) is their potential energy. The Fermi level is zero and the gate potential energy \(u_G\) is fixed; a more negative \(u_G\) means a more positive gate voltage. The model has parabolic valleys, hard walls at \(0\) and \(L\), and Hartree electrostatics. A fixed depletion charge, \(N_{dep}\) per area, lies beyond \(L\). Exchange-correlation, holes and penetration into the oxide are left out.

For electron volume density \(\nu\), Poisson's equation and its boundary conditions are
\[
u''=-\frac{4\pi}{\epsilon}\nu,\quad u'(L)=\frac{4\pi N_{dep}}{\epsilon},\quad
\epsilon u'(0)=\epsilon_{ox}\frac{u(0)-u_G}{t_{ox}} .
\]
Integrating from \(z\) to \(L\) gives \(u'(z)=(4\pi/\epsilon)[N_{dep}+\int_z^L\nu\,dz']\). In a second integration, from \(0\) to \(z\), charge at \(z'\) contributes over the length \(\min(z,z')\). The oxide condition fixes \(u(0)\). Hence
\[
u=u_{ext}+Gn,\qquad G(z,z')=4\pi\left[\frac{t_{ox}}{\epsilon_{ox}}+\frac{\min(z,z')}{\epsilon}\right],
\]
\[
u_{ext}(z)=u_G+4\pi N_{dep}\left[\frac{t_{ox}}{\epsilon_{ox}}+\frac z\epsilon\right].
\]

On interior nodes \(z_a=ah\), let \(n_a=h\nu(z_a)\) be the electrons per area at a node. Then \(G\) is a matrix with tridiagonal inverse \(K\). With \(b=\epsilon/(4\pi h)\), its off-diagonal elements are \(-b\) and its diagonal elements \(2b\), except
\[
K_{11}=b+\kappa,\quad \kappa=\frac{1}{4\pi(t_{ox}/\epsilon_{ox}+h/\epsilon)},\qquad K_{MM}=b .
\]
\(K\) is positive definite, since \(w^TKw=\kappa w_1^2+b\sum_a(w_{a+1}-w_a)^2\). With its nonpositive off-diagonal elements this makes it an M-matrix: its inverse has no negative element.

In each valley the three-point Hamiltonian with mass \(m\) gives levels \(E_i\) and real orbitals with \(\sum_a\psi_{ia}^2=1\). If \(g\) is the valley's two-dimensional density of states, including spin and valley degeneracy, then
\[
n_a[u]=\sum_i S(E_i)\psi_{ia}^2,\qquad S(E)=g\,kT\ln(1+e^{-E/kT}).
\]
Sums over \(i\) include the valleys; pairs \(i,j\) always belong to one valley. Differentiation gives \(S'=-gf\), with \(f\) the Fermi function. The plain map is \(T(u)=u_{ext}+Gn[u]\).

## Why the error changes sign

Change the potential by a small \(w\), and let \(w_{ij}=\sum_a\psi_{ia}w_a\psi_{ja}\). First-order perturbation theory gives
\[
\delta E_i=w_{ii},\qquad \delta\psi_i=\sum_{j\ne i}\frac{w_{ij}}{E_i-E_j}\psi_j ,
\]
\[
\delta n_a=\sum_iS'_iw_{ii}\psi_{ia}^2+2\sum_{i\ne j}\frac{S_iw_{ij}}{E_i-E_j}\psi_{ia}\psi_{ja}.
\]
Averaging the last sum with its copy under \(i\leftrightarrow j\) replaces \(2S_i\) by \(S_i-S_j\), because the denominator changes sign. Thus \(\delta n=-Pw\), with
\[
w^TPw=\sum_{ij}c_{ij}w_{ij}^2,\qquad c_{ij}=-\frac{S_i-S_j}{E_i-E_j},\qquad c_{ii}=gf_i .
\]
Since \(-S'=gf\), \(c_{ij}\) is the mean of \(gf\) between the two levels. It is positive, so \(P\) is positive definite.

An error \(e\) of the plain iteration therefore becomes \(-GPe\). Its modes obey
\[
Px=\lambda Kx,\qquad \lambda=\frac{x^TPx}{x^TKx}>0,
\]
and each is multiplied by \(-\lambda\) per step. The sign alternates; the amplitude grows if \(\lambda>1\).

A uniform trial vector gives a lower bound on the largest \(\lambda\). The rows of \(K\) sum to zero except the first, so \(\mathbf 1^TK\mathbf 1=\kappa\). For uniform \(w\), orthogonality leaves \(w_{ij}=\delta_{ij}\), so \(\mathbf 1^TP\mathbf 1=Q=\sum_i gf_i\). Hence
\[
\lambda_{max}\ge\frac Q\kappa>\frac{4\pi t_{ox}}{\epsilon_{ox}}Q .
\]
\(Q\) is the quantum capacitance per area and \(\epsilon_{ox}/(4\pi t_{ox})\) the oxide capacitance. The loop is unstable whenever the first exceeds the second.

Two limits follow. In weak inversion \(f\simeq e^{-E/kT}\), so \(Q\simeq N_s/kT\), where \(N_s=\sum_an_a\): the feedback is proportional to the density and plain iteration can converge. With one strongly degenerate subband \(Q\to g\), and the bound no longer depends on density.

## Why the limit is a two-cycle

Linear instability doesn't say where the iteration goes. The grand potential does:
\[
\Omega[u]=\sum_iW(E_i),\qquad W(E)=-\int_E^\infty S(E')\,dE' .
\]
Its gradient is \(n[u]\), because \(W'=S\), and its Hessian is \(-P\), so it is strictly concave. For successive plain iterates define
\[
L_k=\Omega[u_k]+\Omega[u_{k-1}]-(u_{k-1}-u_{ext})^Tn_{k-1}.
\]
Symmetry of \(G\) gives
\[
(u_k-u_{ext})^Tn_k=n_{k-1}^TGn_k=n_{k-1}^T(u_{k+1}-u_{ext}).
\]
Inserting this in \(L_{k+1}-L_k\), where \(\Omega[u_k]\) cancels, leaves
\[
L_{k+1}-L_k=\Omega[u_{k+1}]-\Omega[u_{k-1}]-n_{k-1}^T(u_{k+1}-u_{k-1})\le0 .
\]
The inequality says that a concave function lies below its tangent; equality requires \(u_{k+1}=u_{k-1}\).

The iterates are bounded. After the first step \(u_k\ge u_{ext}\), so every level lies at or above its value in \(u_{ext}\), and \(N_s\) can't exceed its value there. Thus \(L_k\) is bounded below and its decrements tend to zero. By continuity every limit point satisfies \(T(T(u))=u\). The plain iteration on the grid has no limiting behaviour other than periods one and two.

## The predictor and its inner solve

Let \(u_k\) be the current potential, with levels \(E_i\) and orbitals \(\psi_i\). For a new potential \(v\), keep the orbitals and shift the levels locally:
\[
\tilde n_a(v;u_k)=\sum_iS(E_i+v_a-u_{k,a})\psi_{ia}^2 .
\]
The next iterate solves
\[
F(v)=K(v-u_{ext})-\tilde n(v;u_k)=0 .
\]
At \(v=u_k\) the predictor equals the quantum density, so a converged result satisfies the original equations. That solution exists and is unique: it minimizes
\[
\Phi[u]=\tfrac12(u-u_{ext})^TK(u-u_{ext})-\Omega[u],
\]
which is strictly convex and, since \(-\Omega\ge0\), grows without bound at large \(u\).

Undamped Newton iteration solves \(F=0\) from any start. Its Jacobian \(J=K+\mathrm{diag}(-\partial\tilde n_a/\partial v_a)\) is an M-matrix, because \(S\) is decreasing. \(S\) is also convex, so each component of \(F\) is concave and lies below its tangent. After one step,
\[
F(v_1)\le F(v_0)+J_0(v_1-v_0)=0 .
\]
The next step, \(-J_1^{-1}F(v_1)\), is therefore nonnegative, and so are all later ones. A root \(v^*\) exists, because \(F\) is the gradient of \(\tfrac12(v-u_{ext})^TK(v-u_{ext})-\sum_{ia}W(E_i+v_a-u_{k,a})\psi_{ia}^2\), which is strictly convex and, since \(-W\ge0\), grows without bound. For this root the tangent inequality gives \(0=F(v^*)\le J_0(v^*-v_1)\), hence \(v_1\le v^*\); the same argument holds at each step. The iterates rise and are bounded, so they converge, and their limit has \(F=0\).

## Pseudocode

```text
u = u_ext
repeat
    for each valley: find E[i], psi[i] in potential u
    v = u
    repeat                          # inner Newton
        x[i,a] = -(E[i] + v[a] - u[a])/kT
        n[a] = sum_i g*kT*log(1+exp(x[i,a]))*psi[i,a]^2
        d[a] = sum_i g*fermi(-x[i,a])*psi[i,a]^2
        solve (K+diag(d)) s = n - K(v-u_ext)
        v = v + s
    until max|s| < inner_tol
    change = max|v-u|;  u = v
until change < outer_tol
solve Schrodinger once more; evaluate n and T(u)-u
```

Here `fermi(y)=1/(1+exp(y))`. Evaluate the logarithm as \(\max(0,x)+\ln(1+e^{-|x|})\) to avoid overflow.

With \(M\) nodes and \(q\) retained states, an inner step costs \(O(qM)\) for the density and \(O(M)\) for a tridiagonal solve. Each outer step adds one eigenvalue problem per valley, as a plain step does. States may be dropped if \(S\) is negligible at their local energies \(E_i+v_a-u_a\), not just at \(E_i\); a large downward change, as from a starting potential far above the solution, can make a dropped state matter.

## Stability of the outer loop

Let \(D\) be the diagonal matrix with elements \(\sum_igf_i\psi_{ia}^2\). At the solution, \(\partial\tilde n/\partial v=-D\). Changing both arguments together must give the true response \(-P\), so the derivative with respect to \(u_k\) is \(D-P\). Linearizing \(F=0\) gives
\[
K\delta v=-D\delta v+(D-P)\delta u,\qquad (D-P)x=\mu(K+D)x ,
\]
where \(\mu\) is the multiplier of an outer step. The matrices are symmetric, so \(\mu\) is real. Projecting on \(x\),
\[
1-\mu=\frac{x^T(K+P)x}{x^T(K+D)x},\qquad
1+\mu=\frac{x^T(K+2D-P)x}{x^T(K+D)x}.
\]
The first is positive. For the second, completeness of the grid orbitals gives
\[
w^TDw=\sum_{ij}gf_iw_{ij}^2=\tfrac12\sum_{ij}g(f_i+f_j)w_{ij}^2 .
\]
A mean of \(gf\) between two levels can't exceed its larger end value, so \(c_{ij}\le g(f_i+f_j)\) and \(w^TPw\le2w^TDw\). Therefore \(-1<\mu<1\): at finite temperature, within this model, the scheme is locally convergent at every gate potential.

For a uniform shift, \(P\mathbf1=D\mathbf1\), since \(w_{ij}=\delta_{ij}\). The predictor thus treats a uniform shift exactly. The mode that drives the gate-capacitance instability is close to such a shift, so most of it is removed in one step; in the example below about 1% of it is left. The remaining error comes from changes of orbital shape and from level shifts that differ from the local shift.

This proof is local. A globally safe version uses \(d=v-u_k\) as a search direction for \(\Phi\). The function \(F\) has slope at least \(K\), equals \(\nabla\Phi\) at \(u_k\), and vanishes at \(v\), so
\[
d^T\nabla\Phi[u_k]\le-d^TKd .
\]
The Hessian \(K+P\) of \(\Phi\) is bounded, because \(c_{ij}\le g\). Halving the step until \(\Phi\) falls by a fixed fraction of the linear estimate therefore ends at a step length bounded away from zero, and forces \(d\to0\). The runs below took full steps without this safeguard.

## Worked example

The longitudinal and transverse masses are 0.9 and 0.2. Two valleys have confinement mass 0.9 and together \(g=2(0.2)/\pi=0.1273\); four have confinement mass 0.2 and together \(g=4\sqrt{0.9\times0.2}/\pi=0.540\). The other parameters are \(\epsilon=12\), \(\epsilon_{ox}=4\), \(t_{ox}=40\) bohr, \(L=400\) bohr, \(N_{dep}=2\times10^{-5}\) bohr\(^{-2}\) and 300 K, so \(kT=0.950\) mHa. At \(u_G=-30\) mHa the solution has \(N_s=1.698\times10^{-4}\) bohr\(^{-2}\), or \(6.06\times10^{12}\) cm\(^{-2}\). The surface potential energy follows from the oxide field:
\[
u(0)=-30+10^3\,(4\pi)(10)(1.898\times10^{-4})=-6.15\ \text{mHa}.
\]
The lowest level, at \(-0.26\) mHa, lies 5.89 mHa (160 meV) above it. Halving the grid step changes \(N_s\) by about 0.02%.

The two lowest two-valley levels and the lowest four-valley level, at \(-0.260\), 2.367 and 2.153 mHa, contribute
\[
Q\ge0.1273(0.568+0.076)+0.540(0.094)=0.133 .
\]
The oxide alone then gives \(\lambda_{max}>4\pi(10)(0.133)\simeq16.7\); the full value is 21.9. The leading mode varies only from 0.74 to 1.00 between the first and last nodes, close to a uniform shift. Starting 0.001 mHa above the solution, plain iteration gives relative errors in \(N_s\) of \(-8.3\times10^{-4}\), \(+0.018\), \(-0.34\), \(+90\) and \(-1.0\). The first ratio is \(-22.0\). Its linear part, \(-\mathbf 1^TPGP\mathbf 1/\mathbf 1^TP\mathbf 1=-21.8\), is close to \(-\lambda_{max}\) because the leading mode dominates the density response to a uniform error. The small remainder, and the later ratios, are nonlinear.

Linear mixing, \(u\leftarrow u+\alpha[T(u)-u]\), has multipliers \(1-\alpha(1+\lambda)\). Stability requires \(\alpha<2/(1+\lambda_{max})=0.087\). With the smallest \(\lambda\) near zero, the best fixed \(\alpha\) balances \(1-\alpha\) against \(\alpha(1+\lambda_{max})-1\):
\[
\alpha=\frac2{2+\lambda_{max}},\qquad
\rho=\frac{\lambda_{max}}{2+\lambda_{max}}=0.916 .
\]
That costs 26 steps per decimal digit. The predictor-corrector multiplier of largest size is 0.119, or 1.1 outer steps per digit, though an outer step may need several inner steps, mainly early in the run. Its last changes in \(u\) fall by factors near 0.12, and it meets a \(10^{-8}\) mHa criterion in ten outer steps from \(u_{ext}\). This rate belongs to the example; the bound only keeps it below one. It grows with bias, from 0.007 at \(u_G=0\) to 0.119 here, and at 20 K and \(u_G=-60\) mHa it is about 0.6.

No \(\mu\) is negative here beyond rounding. When both levels of a pair lie above the Fermi level, \(f\) is convex between them and \(c_{ij}\) lies below the end-point average \(g(f_i+f_j)/2\). The single level at \(-0.26\) mHa is too close to the Fermi level to reverse this for its pairs. If one level of a pair lies much further below the Fermi level than the other lies above it, \(c_{ij}\) can exceed that average. Then \(D-P\) need not stay nonnegative, as can happen at low temperature, and the weaker bound \(P\le2D\) is needed.

With all else fixed, \(\lambda_{max}=1\) at \(u_G=-0.80\) mHa, where \(N_s=5.3\times10^{-6}\) bohr\(^{-2}\) (\(1.9\times10^{11}\) cm\(^{-2}\)). Half a millihartree to the weaker-inversion side, \(\lambda_{max}=0.758\) and the measured error ratio is \(-0.758\). Half a millihartree to the other side, \(\lambda_{max}=1.28\), and plain iteration settles into alternation between \(3.6\times10^{-7}\) and \(2.27\times10^{-5}\) bohr\(^{-2}\), around a solution at \(6.8\times10^{-6}\). \(L_k\) falls by \(2.2\times10^{-9}\) Ha/bohr\(^2\) on the way.

## Use and limits

The parameters are close to those of a (100) silicon layer under 2.1 nm of silicon dioxide, and the density is an ordinary strong-inversion value. A real oxide barrier is finite. For a rough barrier of 3 eV and oxide mass 0.5, matching \(\psi'/m\) moves the effective wall outward by about 1.7 bohr for confinement mass 0.9. The level falls by roughly this distance times the mean field it feels, which screening makes smaller than the surface field. In the fixed potential of the example the lowest level falls by about 0.24 mHa, or 6 meV out of 160 meV. The four valleys with confinement mass 0.2 penetrate further: their lowest level falls by about 0.65 mHa, or 18 meV, so the hard wall underestimates their share of the electrons. Exchange-correlation shifts the levels too and isn't estimated here.

Adding an exchange-correlation potential also changes the mathematics. The electron-electron kernel is then no longer just the positive matrix \(G\), so uniqueness and the bounds on \(\mu\) need not survive.

A small change between iterates is not the error. If one multiplier \(\rho\) dominates, the remaining error is \(|\rho/(1-\rho)|\) times the last change. For the predictor-corrector, with \(\rho=0.119\), this is 0.14; a single dominant multiplier of 0.9 would make it 9. At the best mixing rate above, two multipliers of equal size and opposite sign compete, so the formula doesn't apply. Comparing every second iterate is worse, since it accepts a two-cycle as converged. The residual \(T(u)-u\) detects both faults. The full gate sweep is in the numerical output.

## Computed values

```
kT = 0.95004 mHa at 300 K
masses 0.9, 0.2; permittivities 12.0, 4.0
oxide 40.0 bohr, layer 400.0 bohr, N_dep 2.0e-05 bohr^-2
triangular well level: grid 6.5653, Airy 6.5735 mHa
gate mHa | N_s bohr^-2 | lambda_max | mu_min | mu_max | outer steps
  10.0 | 1.6862e-10 | 0.0000 | 0.0000 | 0.0000 | 2
   0.0 | 3.3430e-06 | 0.6315 | -0.0000 | 0.0072 | 5
 -10.0 | 4.7856e-05 | 7.9995 | -0.0000 | 0.0664 | 8
 -20.0 | 1.0678e-04 | 15.6728 | 0.0000 | 0.1021 | 10
 -30.0 | 1.6981e-04 | 21.9019 | -0.0000 | 0.1194 | 10
smallest eigenvalue of D-P = -3.371e-20 bohr^-2/Ha
leading plain mode: 0.738 at first node, 1.000 at last
gate -30.0 mHa: N_s = 1.69814e-04 bohr^-2 = 6.0642e+12 cm^-2
surface potential energy u(0) = -6.1472 mHa
two-valley levels -0.2603, 2.3672 mHa
four-valley lowest level 2.1531 mHa
lowest level above u(0): 5.8869 mHa = 160.19 meV
fraction in two-valley ladder = 0.6769
mean electron depth = 41.095 bohr
predictor-corrector max change of u, mHa:
  2.85e+01 4.36e-01 3.12e-02 3.30e-03 3.95e-04 4.71e-05 5.62e-06 6.72e-07 8.04e-08 9.62e-09
half grid step: N_s 1.69788e-04 bohr^-2, level -0.2603 mHa
plain, start u+0.001 mHa: N_s relative error per step
  -8.312e-04 1.829e-02 -3.367e-01 9.018e+01 -1.000e+00
plain, start u_ext: N_s in bohr^-2 per step
  1.484e-01 0.000e+00 1.484e-01 0.000e+00
mixing limit = 0.08733; error factor after 30 steps: 1.001e-02 at 0.9 limit, 2.770e+02 at 1.1 limit
best mixing: rate 0.9163, 26.4 steps per decimal digit
predictor-corrector: rate 0.1194, 1.08 steps per decimal digit
lambda_max = 1 at gate -0.796 mHa, N_s = 5.3304e-06 bohr^-2
gate +0.5 mHa from onset: lambda 0.7577, measured error ratio -0.7577
gate -0.5 mHa from onset: lambda 1.2751
  fixed point N_s 6.8305e-06 bohr^-2
  two-cycle N_s 3.5882e-07 and 2.2707e-05 bohr^-2
  fall of two-step function = 2.204e-09 Ha/bohr^2
```
